# Pointwise Ellipsometric Inversion: Newton Continuation, Branch Jumps and Singular Jacobians

## A perfect fit with the wrong refractive index

A model film 10 nm thick has $n=1.9742$ and $k=0.1640$ at 518.5 nm. Its ellipsometric angles at 70° incidence are $\psi=12.7190^\circ$ and $\Delta=-141.9431^\circ$. Newton's method, started from the correct solution 5 nm away, returns $n=1.9966$ and $k=0.1361$. Before rounding, this solution reproduces the complex reflectance ratio to better than $10^{-15}$. The false solution also lies nearer to the previous one: the permittivity moves by 0.070, whereas the true permittivity moves by 0.109. Neither the residual nor the size of the move reveals the error. The reason lies in how the roots of the inverse problem are arranged.

## The complex equation

Take a homogeneous, isotropic, nonmagnetic film with sharp parallel faces and known thickness $d$. The ambient permittivity is 1 and the substrate permittivity $\epsilon_s$ is known. With time factor $e^{-i\omega t}$, the film has $N=n+ik$, $\epsilon=N^2$, and absorption means $k>0$. The data are

$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta},$$

with $r_p=-r_s$ at normal incidence. Data recorded for $e^{+i\omega t}$ need the sign of $\Delta$ reversed.

Let $S=\sin^2\phi$, $q=\sqrt{\epsilon-S}$, $q_0=\sqrt{1-S}$, $q_s=\sqrt{\epsilon_s-S}$ and $\kappa=2\pi d/\lambda$. Let $F$ and $G$ be the tangential electric and magnetic fields in normalized units. In the film they are sums of two waves,

$$F=Ae^{i\theta}+Be^{-i\theta},\qquad G=w(Ae^{i\theta}-Be^{-i\theta}),$$

where $\theta$ runs from 0 to $\kappa q$. The admittance is $w=q$ for s polarization and $w=\eta=\epsilon/q$ for p. At the substrate $G/F=w_s$. Solving for $A$ and $B$ there and evaluating the fields at the top gives the input admittance

$$Y=\frac GF=\frac{w_s\cos\kappa q-iw\sin\kappa q}{\cos\kappa q-i(w_s/w)\sin\kappa q}.$$

Define $c=\cos\kappa q$ and $s=\sin(\kappa q)/q$. Then

$$Y_s=\frac{q_sc-iq^2s}{c-iq_ss},\qquad
Y_p=\frac{\eta_sc-i\epsilon s}{c-i\eta_s(1-S/\epsilon)s},$$

with $\eta_s=\epsilon_s/q_s$. Continuity of $F$ and $G$ at the top face gives

$$r_s=\frac{q_0-Y_s}{q_0+Y_s},\qquad r_p=\frac{Y_p-\eta_0}{Y_p+\eta_0},\qquad \eta_0=\frac1{q_0}.$$

The power series of $c$ and $s$ contain only even powers of $q$. The square root therefore introduces no cut, and $\rho$ is a meromorphic function of $\epsilon$. For measured $\rho_m$, the two real unknowns $n,k$ satisfy one complex equation, $\rho(\epsilon)=\rho_m$.

## Newton step and Jacobian

Differentiating $q^2=\epsilon-S$ gives $q'=1/(2q)$, where a prime means $\partial/\partial\epsilon$. Hence

$$c'=-\frac{\kappa s}{2},\qquad s'=\frac{\kappa c-s}{2q^2}.$$

The quotient rule then gives $Y_s'$ and $Y_p'$. Taking logarithms of the two reflection coefficients,

$$L\equiv(\ln\rho)'=\frac{2\eta_0Y_p'}{Y_p^2-\eta_0^2}-\frac{2q_0Y_s'}{Y_s^2-q_0^2}.$$

Since $\rho'=\rho L$, the Newton correction is $-(\rho-\rho_m)/(\rho L)$.

To see what this means for the real problem, write $\ln\rho=u+i\Delta$ with $u=\ln\tan\psi$, and $d\ln\rho/dN=2NL=a+ib$. A change in $k$ multiplies the derivative by $i$, so

$$\frac{\partial(u,\Delta)}{\partial(n,k)}=
\begin{pmatrix}a&-b\\ b&a\end{pmatrix},\qquad \det=a^2+b^2.$$

Because $du=d\psi/(\sin\psi\cos\psi)=2\,d\psi/\sin2\psi$,

$$\det\frac{\partial(\psi,\Delta)}{\partial(n,k)}=\tfrac12\sin2\psi\,|2NL|^2 .$$

Away from $N=0$ and from zeros or poles of $\rho$, this vanishes only where $\rho'=0$. It does not change sign, so a search for a sign change will miss the singularity. A finite-difference test at 530 nm, $n=2.2$, $k=0.3$, gives 0.0029565 (angles in radians), in agreement with the formula.

## Where the singularity lies: the thin-film limit

For $\kappa\to0$ at fixed $\epsilon$, $c\simeq1$ and $s\simeq\kappa$. To first order,

$$Y_s\simeq q_s+i\kappa(\epsilon_s-\epsilon),\qquad
Y_p\simeq\eta_s+i\kappa\left[\eta_s^2\left(1-\frac S\epsilon\right)-\epsilon\right].$$

Let $C=1-S=q_0^2$. The denominators needed in $\ln\rho$ are

$$q_s^2-q_0^2=\epsilon_s-1,\qquad
\eta_s^2-\eta_0^2=\frac{(\epsilon_s-1)(C\epsilon_s-S)}{C(\epsilon_s-S)}.$$

The second follows from $C\epsilon_s^2-\epsilon_s+S=(\epsilon_s-1)(C\epsilon_s-S)$. The change in $\ln\rho$ caused by the film is therefore

$$\delta\ln\rho=\frac{2i\kappa q_0}{\epsilon_s-1}
\left[\frac{\epsilon_s^2(1-S/\epsilon)-\epsilon(\epsilon_s-S)}{C\epsilon_s-S}-(\epsilon_s-\epsilon)\right].$$

Over the common denominator $C\epsilon_s-S$, the numerator is

$$\epsilon_s^2-\frac{S\epsilon_s^2}{\epsilon}-\epsilon\epsilon_s+S\epsilon
-C\epsilon_s^2+S\epsilon_s+C\epsilon\epsilon_s-S\epsilon .$$

The terms $\pm S\epsilon$ cancel, and $1-C=S$ collects the rest into $S\epsilon_s(1+\epsilon_s-\epsilon-\epsilon_s/\epsilon)$. Thus

$$\delta\ln\rho=i\kappa B\left(1+\epsilon_s-\epsilon-\frac{\epsilon_s}{\epsilon}\right),\qquad
B=\frac{2q_0S\epsilon_s}{(\epsilon_s-1)(C\epsilon_s-S)} .$$

The bracket vanishes when the film matches the ambient or the substrate, as it must. At normal incidence $B=0$ and the ratio carries no film information. The expansion fails at $C\epsilon_s=S$, where the bare substrate has $r_p=0$.

At this order $\epsilon$ and $\epsilon_s/\epsilon$ give the same data. The two roots meet where $1-\epsilon_s/\epsilon^2=0$; the relevant solution is

$$\epsilon_*=\sqrt{\epsilon_s}.$$

For $\epsilon_s=16$ this is $\epsilon_*=4$, or $N=2$, the antireflection index of the substrate. In this example the other solution, $-\sqrt{\epsilon_s}$, moves to negative $\operatorname{Im}\epsilon$ at finite thickness, outside the passive region. At $d=0.01$ nm and 500 nm the numerical singular point is $4.0000+0.0006i$. The computed partner of $2.5+0.2i$ is $6.3594-0.5069i$, against $6.3593-0.5087i$ from the pairing law.

For real positive $\epsilon_s$, the thin-film partner of an absorbing film has negative imaginary permittivity, so $k\ge0$ excludes it. That protection can be lost at finite thickness. For $\epsilon_s=16$ at 70° and 500 nm, the singular point of a 10 nm film has moved to $3.913+0.618i$, and near it both roots describe absorbing films.

The opposite limit is an opaque film, $\operatorname{Im}\kappa q\gg1$. The wave returning from the substrate disappears, so $Y_s\to q$ and $Y_p\to\epsilon/q$. Using $\epsilon=q^2+S$ and $q_0^2=1-S$,

$$\epsilon q_0\mp q=(q\mp q_0)(qq_0\mp S),$$

and hence

$$\rho=\frac{S-qq_0}{S+qq_0},\qquad q=\frac{S}{q_0}\frac{1-\rho}{1+\rho}.$$

Among opaque films $\rho$ fixes $q$, and therefore $\epsilon$, uniquely, and $\rho'\neq0$, so roots do not merge there. The merging studied here thus needs light that returns from the substrate. The full equation at the same thickness can still have other passive roots, weakly absorbing films with the same $\rho$; only the knowledge that the film is opaque excludes them.

## Error near the singular point

At $\epsilon_*$ the linear term in a Taylor expansion is absent. For a small data change $\delta\ln\rho$,

$$\delta\ln\rho\simeq\frac12\frac{\rho''}{\rho}(\delta\epsilon)^2,\qquad
\delta\epsilon=\pm\sqrt{\frac{2\,\delta\ln\rho}{\rho''/\rho}} .$$

Two roots separate as a square root. They do not disappear in a pair, as at a real fold, although one may become unphysical.

In the thin-film formula $|\rho''/\rho|=2\kappa B/\sqrt{\epsilon_s}$. At 521.28 nm, $\kappa=2\pi(10)/521.28=0.1205$ and $B=0.652$, so the curvature is 0.0393. An error of 0.01° in $\Delta$ is $1.745\times10^{-4}$ rad and gives

$$|\delta\epsilon|\simeq\sqrt{2(1.745\times10^{-4})/0.0393}=0.094.$$

The full model gives 0.100; the thin-film estimate is 6% low relative to it. At 593.5 nm, where the response is regular, the linear estimate $|\delta\ln\rho|/|L|$ is 0.010. The same angular error thus costs ten times more accuracy near the singularity.

## Why Newton changes root

Let $z=\epsilon-\epsilon_*$. In the local quadratic model the roots are $\pm z_j$ at wavelength $\lambda_j$, with $+z_j$ the true one. Newton iteration for $x^2-z_j^2=0$ is $x_{\rm new}=(x^2+z_j^2)/(2x)$, so

$$\frac{x_{\rm new}-z_j}{x_{\rm new}+z_j}=\left(\frac{x-z_j}{x+z_j}\right)^2 .$$

Repeated squaring drives this ratio to zero if the start is nearer to $z_j$, and to infinity if it is nearer to $-z_j$. Starting from the previous true value $z_{j-1}$, Newton takes the wrong root when

$$\operatorname{Re}(z_j\overline{z_{j-1}})<0 .$$

This is the same condition as $|z_j+z_{j-1}|<|z_j-z_{j-1}|$: the false move is shorter than the true one. A jump appears as a kink in the dispersion curve, not as a gap.

Suppose the true path is locally straight, passes $\epsilon_*$ at distance $m$, and has speed $v$ per unit wavelength. If the two samples lie at distances $t_1,t_2$ on opposite sides of the closest approach, the condition becomes $v^2t_1t_2>m^2$. Since $t_1t_2\le h^2/4$ for spacing $h$, a jump requires $h>2m/v$.

## Continuation with two roots

The remedy uses the direction of the path as well as its last position.

1. **Seed.** Write $\rho=P/Q$, with numerator and denominator analytic away from $\epsilon=0$. The winding of $P-\rho_mQ$ around a rectangle counts its enclosed zeros. Find them by Newton iteration from several starts, and choose one by prior knowledge.
2. **Predict.** Use $\epsilon_{\rm pred}=2\epsilon_{j-1}-\epsilon_{j-2}$. For the second wavelength, use the seed itself.
3. **Find both roots.** Newton iteration from the prediction gives one root $\epsilon$. Near $\epsilon_*$, $\rho'=\rho''z$, so start the search for its partner at
$$\epsilon-2z=\epsilon-\frac{2\rho'}{\rho''}=\epsilon-\frac{2L}{L'+L^2}.$$
The last form follows from $\rho''=(\rho L)'=\rho(L'+L^2)$.
4. **Choose and check.** Keep the root nearer to the prediction. Let $R$ be its distance from the prediction divided by the partner's distance. If $R>1/2$, declare the step ambiguous. Denser data help only while measurement error is negligible: near $\epsilon_*$ noise moves the roots by an amount that does not shrink with the spacing, and the secant carries this error into the prediction.

If $|d^2\epsilon/d\lambda^2|\le M$ and the earlier roots are correct, the secant error is at most $h^2M$. With root separation $g$, the partner is at least $g-h^2M$ from the prediction. The choice between the two is therefore correct if $h^2M<g/2$, and $R<1/2$ is guaranteed if $h^2M<g/3$. The converse does not hold: a small $R$ does not prove that the seed, the smoothness assumption or the assumed thickness was right.

## Worked example

The film has

$$\epsilon(\lambda)=3.4+\frac{0.0954}{1-x^2-0.10\,ix},\qquad x=\frac{500\ \text{nm}}{\lambda}.$$

The strength was deliberately tuned to pass near $\epsilon_*$; a strength of 0.1005 would hit it. The noise-free data come from a separate solution of the four boundary conditions.

At 593.5 nm the rectangle $1<\operatorname{Re}\epsilon<8$, $-1<\operatorname{Im}\epsilon<4$ contains two roots:

| Root | $n$ | $k$ |
|---|---:|---:|
| 1 | 1.9245 | 0.0229 |
| 2 | 2.0512 | 0.2479 |

Both are passive. Knowledge that the film absorbs weakly at this wavelength selects the first.

The closest approach to $\epsilon_*$ is $m=0.0317$ at 521.28 nm. The samples at 523.5 and 518.5 nm lie 2.22 and 2.78 nm from it. Ignoring the slow drift of $\epsilon_*$, the true move gives $v\simeq0.109/5=0.022$ nm$^{-1}$. Then

$$v^2t_1t_2\simeq0.0029,\qquad m^2\simeq0.0010,$$

so the jump is predicted. The estimated spacing below which it would not occur is $2m/v\simeq2.9$ nm.

At 518.5 nm the roots are 0.142 apart; the local formula gives 0.140. The two-root method selects the correct one with $R=0.25$, its largest value in the sweep, and recovers the film at every sample to numerical precision. This success is for noise-free data. At $\epsilon_*$ itself an error of 0.01° in $\Delta$ moves the root by about 0.1. This is comparable with the separation of the two roots at 518.5 nm, so with such errors the choice between them is unreliable. Naive continuation ends at 448.5 nm with $n=2.239$, $k=0.332$, whereas the film has $n=1.7542$, $k=0.0425$.

## Thickness error and exchanged branches

An exact singularity on a solution path requires $\rho=\rho_m$ and $\rho'=0$: four real equations for $\operatorname{Re}\epsilon$, $\operatorname{Im}\epsilon$ and $\lambda$. A generic wavelength sweep therefore misses it. An error in the assumed thickness supplies a fourth variable.

In the thin-film formula, let the assumed thickness be $d+\delta d$. At $\epsilon_*$ the bracket equals $(\sqrt{\epsilon_s}-1)^2$, and its quadratic variation is $-(\delta\epsilon)^2/\sqrt{\epsilon_s}$. Equating the model to data from a true film at displacement $z$ gives

$$(\delta\epsilon)^2\simeq z^2+\sqrt{\epsilon_s}(\sqrt{\epsilon_s}-1)^2\frac{\delta d}{d}
=z^2+36\frac{\delta d}{d}.$$

In this formula the roots coincide when $\delta d/d=-z^2/36$, which requires $z^2$ to be real. At 10 nm the coefficient is no longer real: in the full model it is about $30.7+17.7i$, with modulus 35.4 and phase 30°, and for negative $\delta d$ coincidence requires $z^2$ to have that phase. At the closest approach $z\simeq-0.031-0.006i$, so $z^2$ has a phase a little over 20° and the condition is met close by. Equating moduli with $|z|^2\simeq0.0317^2$ predicts $\delta d\simeq-2.8\times10^{-4}$ nm. The full calculation finds $-2.86\times10^{-4}$ nm at 521.38 nm.

Around such a point the phase of $(\delta\epsilon)^2$ turns by $2\pi$, so $\delta\epsilon$ changes sign. The numerical test confirms this: one loop in the $(\lambda,d)$ plane exchanges the roots, two loops restore them, and a loop that does not enclose the point leaves the root unchanged.

The consequence for a finely stepped continuous sweep is severe. With the correct thickness it ends at the true values. With 1.5 times the coincidence error, only $-4.3\times10^{-4}$ nm, it ends at $n=2.239$, $k=0.332$. Finer steps cannot repair this, because the wrong model has joined the branches differently. The effect is one-sided in this example: a thickness assumed too large by 0.01 or 0.1 nm leaves the sweep on the branch of the true film. A thickness too small by the same amounts also sends the two-root method with 5 nm steps to the wrong branch, with $R$ below $1/2$ throughout, so the check gives no warning. In the local formula, a secant step can still cross the region correctly if $|36\,\delta d/d|\ll|z|^2$ at the samples on either side.

Even a correctly labelled root may be inaccurate. A thickness error of 0.1 nm, or 1%, gives $|\delta\epsilon|\sim\sqrt{0.36}=0.6$ at $z=0$. That is large enough to make the local expansion only a guide to scale, but it shows that pointwise inversion is unreliable there. A separate thickness measurement is no practical cure: keeping $|\delta\epsilon|$ below 0.05 at $z=0$ requires $|\delta d|<10(0.05)^2/36\simeq7\times10^{-4}$ nm, far less than an atomic diameter. A dispersion model fitted to all wavelengths together, with the thickness among its unknowns, uses more information than a single point, but its result is only as good as the assumed form of the model. A second angle of incidence adds nothing at first order in $\kappa$: the angle enters only through the known factor $B$, so every angle measures the same combination of $d$ and $\epsilon$. Any help must come from the smaller higher-order terms.

## Table of computed values

```
Incidence angle 70.0 deg; substrate permittivity 16.0
True film thickness 10.0 nm
Film background 3.4; resonance 500.0 nm
Relative damping 0.10; oscillator strength 0.0954
Strength for exact singular hit 0.100464
Jacobian test at 530 nm, n=2.2, k=0.3: FD 0.0029565
Same determinant from analytic formula 0.0029565
Singular eps at 500 nm, d=0.01 nm: 4.000000+0.000623j
Singular eps at 500 nm, d=5 nm: 3.978585+0.310885j
Singular eps at 500 nm, d=10 nm: 3.913234+0.617768j
Thin-film partner of 2.5+0.2i: 6.359376-0.506947j
Thin-film pairing prediction: 6.359300-0.508744j
Closest approach at 521.28 nm; eps distance 0.03170
Singular eps there 3.920277+0.592986j; n k = 1.9856 0.1493
Seed wavelength 593.5 nm; roots in rectangle 2
Rectangle: Re eps 1 to 8, Im eps -1 to 4
Seed root 1: eps 3.703133+0.087982j; n k = 1.9245 0.0229
Seed root 2: eps 4.146177+1.016950j; n k = 2.0512 0.2479
lambda(nm) psi(deg) Delta(deg) | true n k | naive n k | tracked n k
593.5 12.4818 -146.2795 | 1.9245 0.0229 | 1.9245 0.0229 | 1.9245 0.0229
558.5 12.5859 -144.3413 | 1.9497 0.0462 | 1.9497 0.0462 | 1.9497 0.0462
533.5 12.6612 -142.8729 | 1.9752 0.0960 | 1.9752 0.0960 | 1.9752 0.0960
528.5 12.6784 -142.5739 | 1.9785 0.1143 | 1.9785 0.1143 | 1.9785 0.1143
523.5 12.6976 -142.2674 | 1.9790 0.1368 | 1.9790 0.1368 | 1.9790 0.1368
518.5 12.7190 -141.9431 | 1.9742 0.1640 | 1.9966 0.1361 | 1.9742 0.1640
513.5 12.7404 -141.5848 | 1.9607 0.1946 | 2.0085 0.1078 | 1.9607 0.1946
508.5 12.7549 -141.1802 | 1.9350 0.2251 | 2.0319 0.0780 | 1.9350 0.2251
483.5 12.6820 -140.2263 | 1.7340 0.1834 | 2.2633 0.1174 | 1.7340 0.1834
448.5 13.1993 -138.1876 | 1.7542 0.0425 | 2.2390 0.3316 | 1.7542 0.0425
First wrong naive point 518.5 nm
Eps move there: naive 0.07028, true 0.10922
Root separation there 0.14225; local estimate 0.13990
Alarm ratio there 0.2483; largest in sweep 0.2483
Largest tracked eps error 8.13e-13
Largest naive residual in rho 2.39e-16
Delta error 0.01 deg at singular point: eps shift 0.10049
Same error at seed wavelength: eps shift 0.01007
Root coincidence wavelength 521.3759 nm
Thickness error at coincidence -2.8614e-04 nm
Eps change after one loop 0.05142, two loops 2.09e-13
Eps change after loop not enclosing coincidence 1.97e-13
Continuous sweep endpoint, correct d: n k = 1.7542 0.0425
Endpoint, 1.5 times that thickness error: n k = 2.2388 0.3316
```
